**Spherical designs: the lower bound and its attainment**

A spherical t-design of N points in d dimensions satisfies N ≥ C(d+e−1, e) + C(d+e−2, e−1) for t = 2e and N ≥ 2C(d+e−1, e) for t = 2e+1. In the program, `K` is the reproducing kernel of a polynomial space of dimension D, `M_l` is the average of the Legendre polynomial P_l over all ordered pairs of points, and `V` is the sum of (2l+1)M_l for l = 1 to t. The program asserts the space dimensions and the constant kernel diagonal for d = 2 to 5, and the kernel averages behind the bound on the ordinary sphere. It asserts that tetrahedron, octahedron and icosahedron integrate all monomials through degrees 2, 3 and 5, fail at the next degree, and have N equal to the bound 4, 6 and 12. It also asserts the weight ceiling for a 14-point rule, the series for the plane-wave error, and the contradiction that excludes nine points at t = 4. Numerical searches find V = 0 to the printed digits at 4, 6 and 12 points for t = 2, 3 and 5, and values above the proven floor N_b/N − 1, with N_b the bound, in the other cases tried. For the plane wave with q = 2 and u along (1,2,3), the modulus of the error is 0.141, 0.0184 and 0.00084 for tetrahedron, octahedron and icosahedron; these sizes, and even their order, depend on the direction u.

## Check in Python

```python
"""
Result under test: a spherical t-design of N points on the unit sphere in
d dimensions obeys
    N >= C(d+e-1,e) + C(d+e-2,e-1)   for t = 2e,
    N >= 2 C(d+e-1,e)                for t = 2e+1,
and tetrahedron, octahedron, icosahedron attain it for d = 3, t = 2, 3, 5.
Symbols: K = reproducing kernel of a polynomial space of dimension D,
M_l = average of the Legendre polynomial P_l(x.y) over all ordered pairs,
V = sum of (2l+1) M_l for l = 1..t, zero exactly for a t-design on S^2.
All quantities are dimensionless.
"""
import itertools
import math
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.optimize import minimize
from scipy.special import lpmv, spherical_jn

rng = np.random.default_rng(7)


def lower_bound(t, d=3):
    e = t // 2
    if t % 2:
        return 2 * math.comb(d + e - 1, e)
    return math.comb(d + e - 1, e) + (math.comb(d + e - 2, e - 1) if e else 0)


def exponents(d, degrees):
    top = max(degrees)
    return np.array([a for a in itertools.product(range(top + 1), repeat=d)
                     if sum(a) in degrees])


def sphere_mean(a):
    """Mean of the monomial with exponents a over the unit sphere."""
    a = [int(k) for k in a]
    if any(k % 2 for k in a):
        return 0.0
    d = len(a)
    top = math.prod(math.prod(range(1, k, 2)) for k in a)
    return top / math.prod(range(d, d + sum(a), 2))


def evaluate(points, exps):
    return np.prod(points[:, None, :] ** exps[None, :, :], axis=2)


def gram(exps):
    return np.array([[sphere_mean(a + b) for b in exps] for a in exps])


def kernel(x, y, exps):
    inverse = np.linalg.pinv(gram(exps), rcond=1e-10)
    return evaluate(x, exps) @ inverse @ evaluate(y, exps).T


def random_points(n, d=3):
    p = rng.normal(size=(n, d))
    return p / np.linalg.norm(p, axis=1)[:, None]


def residual(points, weights, degree):
    """Largest quadrature error over all monomials of one degree."""
    exps = exponents(3, [degree])
    exact = np.array([sphere_mean(a) for a in exps])
    return np.max(np.abs(weights @ evaluate(points, exps) - exact))


def legendre_p(l, s):
    return leg.legval(s, [0] * l + [1])


def pair_mean(points, l):
    return np.mean(legendre_p(l, np.clip(points @ points.T, -1, 1)))


def kernel_coefficients(t):
    e = t // 2
    return np.array([2 * l + 1 if t % 2 == 0 or (e - l) % 2 == 0 else 0
                     for l in range(e + 1)], float)


# Sphere averages of monomials against a product quadrature grid
z, wz = leg.leggauss(16)
phi = 2 * np.pi * np.arange(32) / 32
zz, pp = np.meshgrid(z, phi, indexing="ij")
rho = np.sqrt(1 - zz**2)
grid = np.stack([rho * np.cos(pp), rho * np.sin(pp), zz], -1).reshape(-1, 3)
grid_w = np.repeat(wz / 2, 32) / 32
for degree in range(9):
    assert residual(grid, grid_w, degree) < 1e-13

# Dimensions and constant diagonal of the kernels in several dimensions
for d in range(2, 6):
    probe = random_points(4, d)
    for e in range(4):
        for t, degrees in ((2 * e, list(range(e + 1))), (2 * e + 1, [e])):
            exps = exponents(d, degrees)
            dim = lower_bound(t, d) // (1 + t % 2)
            assert np.linalg.matrix_rank(gram(exps), tol=1e-10) == dim
            diag = np.diag(kernel(probe, probe, exps))
            assert np.allclose(diag, dim, atol=1e-8)

# On S^2: kernel from monomials = Legendre sum; averages used in the bound
a, b = random_points(5), random_points(6)
s_nodes, s_weights = leg.leggauss(30)
for t in range(8):
    e = t // 2
    degrees = [e] if t % 2 else list(range(e + 1))
    coef = kernel_coefficients(t)
    assert np.allclose(kernel(a, b, exponents(3, degrees)),
                       leg.legval(a @ b.T, coef), atol=1e-8)
    factor = 1 + s_nodes if t % 2 else np.ones_like(s_nodes)
    mean = 0.5 * s_weights @ (factor * leg.legval(s_nodes, coef) ** 2)
    at_one = (1 + t % 2) * leg.legval(1.0, coef) ** 2
    assert abs(at_one / mean - lower_bound(t)) < 1e-9
    closed = (e + 1) * (e + 2) if t % 2 else (e + 1) ** 2
    assert lower_bound(t) == closed

# Four dimensions: single-point identity on the 24-cell, a 5-design
cell = np.array([p for p in itertools.product((-1, 0, 1), repeat=4)
                 if sum(abs(k) for k in p) == 2]) / math.sqrt(2)
K4 = kernel(cell, cell, exponents(4, [2]))
row = np.mean((1 + cell @ cell.T) * K4**2, axis=1)
assert len(cell) == 24 and np.allclose(row, lower_bound(5, 4) / 2, atol=1e-8)
print(f"24-cell (d=4, t=5): N = {len(cell)}, bound = {lower_bound(5, 4)},"
      f" point sum = {row[0]:.6f}")

# Pair averages are sums of squared averaged spherical harmonics
cloud = random_points(7)
azimuth = np.arctan2(cloud[:, 1], cloud[:, 0])
for l in range(1, 7):
    total = 0.0
    for m in range(l + 1):
        amp = np.mean(lpmv(m, l, cloud[:, 2]) * np.exp(1j * m * azimuth))
        ratio = math.factorial(l - m) / math.factorial(l + m)
        total += (1 if m == 0 else 2) * ratio * abs(amp) ** 2
    assert abs(total - pair_mean(cloud, l)) < 1e-12

# The three solids
golden = (1 + math.sqrt(5)) / 2
tetra = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
octa = np.vstack([np.eye(3), -np.eye(3)])
ico = np.array([np.roll([0, i, j * golden], k) for k in range(3)
                for i in (-1, 1) for j in (-1, 1)])
solids = {"tetrahedron": (tetra / math.sqrt(3), 2), "octahedron": (octa, 3),
          "icosahedron": (ico / np.linalg.norm(ico[0]), 5)}

q = 2.0
u = np.array([1.0, 2.0, 3.0]) / math.sqrt(14)
exact_wave = math.sin(q) / q
assert abs(grid_w @ np.exp(1j * q * grid @ u) - exact_wave) < 1e-12
print(f"plane wave: q = {q:.1f}, u along (1,2,3), sin(q)/q = {exact_wave:.8f}")

for name, (pts, t) in solids.items():
    n = len(pts)
    equal = np.full(n, 1 / n)
    for degree in range(t + 1):
        assert residual(pts, equal, degree) < 1e-13
    assert residual(pts, equal, t + 1) > 1e-3
    assert n == lower_bound(t)
    print(f"{name}: N = {n}, t = {t}, bound = {lower_bound(t)}")
    gram_pts = pts @ pts.T
    values, counts = np.unique(np.round(gram_pts[0, 1:], 10),
                               return_counts=True)
    print("  x.y (neighbours): " + ", ".join(
        f"{v:.6f} ({c})" for v, c in zip(values, counts)))
    off = gram_pts[~np.eye(n, dtype=bool)]
    factor = 1 + off if t % 2 else 1.0
    discarded = factor * leg.legval(off, kernel_coefficients(t)) ** 2
    assert np.max(np.abs(discarded)) < 1e-12
    moments = [pair_mean(pts, l) for l in range(1, 7)]
    assert max(abs(m) for m in moments[:t]) < 1e-13 and moments[t] > 1e-3
    print("  M_1..M_6: " + " ".join(f"{abs(m):.6f}" for m in moments))
    wave = np.mean(np.exp(1j * q * pts @ u))
    terms = [1j**l * (2 * l + 1) * spherical_jn(l, q)
             * np.mean(legendre_p(l, pts @ u)) for l in range(t + 1, 31)]
    assert abs(wave - exact_wave - sum(terms)) < 1e-12
    print(f"  wave average: {wave.real:.8f} {wave.imag:+.8f} i")
    print(f"  |error| = {abs(wave - exact_wave):.3e},"
          f" |term l={t + 1}| = {abs(terms[0]):.3e}")

# A positive weighted rule of degree 5: octahedron plus cube
cube = np.array(list(itertools.product((-1, 1), repeat=3))) / math.sqrt(3)
nodes = np.vstack([octa, cube])
weights = np.r_[np.full(6, 1 / 15), np.full(8, 3 / 40)]
assert max(residual(nodes, weights, k) for k in range(6)) < 1e-13
assert weights.max() <= 1 / lower_bound(5)
print(f"14-point rule, degree 5: weights {weights[0]:.6f}, {weights[-1]:.6f};"
      f" ceiling {1 / lower_bound(5):.6f}")


def smallest_defect(n, t, starts=25):
    """Best V found over random starts; gradients keep points on S^2."""
    coef = np.array([0] + [2 * l + 1 for l in range(1, t + 1)], float)
    slope = leg.legder(coef)

    def energy(v):
        x = v.reshape(n, 3)
        r = np.linalg.norm(x, axis=1)[:, None]
        p = x / r
        s = p @ p.T
        g = 2 * leg.legval(s, slope) @ p / n**2
        g = (g - np.sum(g * p, axis=1)[:, None] * p) / r
        return leg.legval(s, coef).sum() / n**2, g.ravel()

    return min(minimize(energy, random_points(n).ravel(), jac=True,
                        method="BFGS", options={"gtol": 1e-8}).fun
               for _ in range(starts))


print("search for designs: smallest V found, and proven floor N_b/N - 1")
for t, n in ((2, 3), (2, 4), (3, 5), (3, 6), (4, 9), (5, 11), (5, 12)):
    best = smallest_defect(n, t)
    floor = lower_bound(t) / n - 1
    assert best >= floor - 1e-10
    if n == lower_bound(t) and t != 4:
        assert abs(best) < 1e-10
    else:
        assert best > 1e-4
    print(f"  t = {t}, N = {n}: V = {abs(best):.6f}, floor = {floor:.6f}")

# Nine points at t = 4: forced inner products contradict the first moment
roots = np.sort(leg.legroots(kernel_coefficients(4)))
assert np.allclose(roots, [(-1 - 6**0.5) / 5, (-1 + 6**0.5) / 5])
sums = [1 + k * roots[1] + (8 - k) * roots[0] for k in range(9)]
assert min(abs(v) for v in sums) > 0.1
print(f"t = 4, N = 9: forced x.y = {roots[0]:.6f}, {roots[1]:.6f}")
print(f"  first-moment sum for 4+4 neighbours = {sums[4]:.6f}")
print(f"  smallest |first-moment sum| = {min(abs(v) for v in sums):.6f}")

print("no test failed")
```

Printed output:

```
24-cell (d=4, t=5): N = 24, bound = 20, point sum = 10.000000
plane wave: q = 2.0, u along (1,2,3), sin(q)/q = 0.45464871
tetrahedron: N = 4, t = 2, bound = 4
  x.y (neighbours): -0.333333 (3)
  M_1..M_6: 0.000000 0.000000 0.555556 0.259259 0.000000 0.395062
  wave average: 0.46709753 -0.14047556 i
  |error| = 1.410e-01, |term l=3| = 1.405e-01
octahedron: N = 6, t = 3, bound = 6
  x.y (neighbours): -1.000000 (1), 0.000000 (4)
  M_1..M_6: 0.000000 0.000000 0.000000 0.583333 0.000000 0.125000
  wave average: 0.43623616 -0.00000000 i
  |error| = 1.841e-02, |term l=4| = 1.848e-02
icosahedron: N = 12, t = 5, bound = 12
  x.y (neighbours): -1.000000 (1), -0.447214 (5), 0.447214 (5)
  M_1..M_6: 0.000000 0.000000 0.000000 0.000000 0.000000 0.440000
  wave average: 0.45380765 +0.00000000 i
  |error| = 8.411e-04, |term l=6| = 8.411e-04
14-point rule, degree 5: weights 0.066667, 0.075000; ceiling 0.083333
search for designs: smallest V found, and proven floor N_b/N - 1
  t = 2, N = 3: V = 0.800000, floor = 0.333333
  t = 2, N = 4: V = 0.000000, floor = 0.000000
  t = 3, N = 5: V = 0.454498, floor = 0.200000
  t = 3, N = 6: V = 0.000000, floor = 0.000000
  t = 4, N = 9: V = 0.168825, floor = 0.000000
  t = 5, N = 11: V = 0.220903, floor = 0.090909
  t = 5, N = 12: V = 0.000000, floor = 0.000000
t = 4, N = 9: forced x.y = -0.689898, 0.289898
  first-moment sum for 4+4 neighbours = -0.600000
  smallest |first-moment sum| = 0.379796
no test failed
```
